# Why a local electron-gas self-energy needs gapped screening to open gaps

**Question.** Sham and Kohn proposed to take the self-energy $\Sigma(k,\omega)$ of a uniform electron gas, at the local density, as the self-energy of an inhomogeneous system. In a semiconductor this hardly changes the Kohn-Sham gap. Wang and Pickett took the self-energy from a model gas with a gap instead, and the gap opened. What does the metallic gas lack, and how much does gapped screening supply?

**Answer.** A gap correction is a difference between two self-energies, one for a state just above the chemical potential $\mu$ and one for a state just below it. Bare exchange distinguishes these states strongly, because the Coulomb interaction is long-ranged. A metal screens away the long-range part, and with it most of the distinction. An insulator leaves a tail $1/(\epsilon_0 r)$, where $\epsilon_0$ is its static dielectric constant, and a corresponding fraction of the exchange effect survives.

## From the crystal to the uniform gas

Hartree atomic units are used. Let a Kohn-Sham state have energy $E$ in a slowly varying potential $v(\mathbf r)$. Locally it is a plane wave of wavenumber $k(\mathbf r)$, with

$$\tfrac12k^2+v=E,\qquad \tfrac12k_F^2+v=\mu .$$

Subtraction gives $k^2=k_F^2+2(E-\mu)$. To first order the eigenvalue shifts by the expectation value of $\Sigma-v_{xc}$. In the local gas $v_{xc}$ equals the self-energy at the Fermi surface, so the shift is the average, over the density of the state, of

$$D(k)=\Sigma(k,\tfrac12k^2)-\Sigma(k_F,\tfrac12k_F^2).$$

In one-shot GW, with a free-electron Green's function $G$, the second term plays the part of $v_{xc}$. Now take a uniform density and band edges at $\mu\pm g/2$. Then $k_\pm^2=k_F^2\pm g$, and the gap changes by

$$\delta g=D(k_+)-D(k_-).$$

Since $D(k_F)=0$, a finite slope of $D$ can only give a $\delta g$ proportional to $g$. The size of that slope decides the matter.

## What the screened interaction does

Let $e$ be the energy of the intermediate plane wave $\mathbf k-\mathbf q$. Split the screened interaction as $W=v_q+W_c$, with $v_q=4\pi/q^2$. The bare part gives exchange, $\Sigma_x$. The rest is

$$\Sigma_c=i\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,\frac{W_c(q,\omega)}{E+\omega-e}.$$

Rotate $\omega$ onto the imaginary axis. The poles of $W_c$ lie in the second and fourth quadrants and are not crossed. Occupied states with $e>E$ have poles in the first quadrant, and empty states with $e<E$ have poles in the third. These are enclosed with opposite orientation, so

$$\Sigma_c=\int\!\frac{d^3q}{(2\pi)^3}\left[\int_0^\infty\!\frac{du}{\pi}\,\frac{(e-E)\,W_c(q,iu)}{(e-E)^2+u^2}+s\,W_c(q,|e-E|)\right].$$

Here $s=-1$ for occupied states with $e>E$, $s=+1$ for empty states with $e<E$, and $s=0$ otherwise. The real part is understood.

The static limit shows the content. If $W_c$ does not depend on frequency, the $u$ integral is $\tfrac12W_c\,\mathrm{sgn}(e-E)$. Adding the pole term gives $+\tfrac12W_c$ for every empty state and $-\tfrac12W_c$ for every occupied one. Together with bare exchange,

$$\Sigma=-\int_{\rm occ}W+\tfrac12\int W_c .$$

The second term does not depend on $k$. In this limit a gap correction is therefore a difference of exchange energies computed with $W$.

## The exchange logarithm and its loss in a metal

For bare exchange the angular integral over the Fermi sphere gives

$$\Sigma_x(k)=-\frac1{\pi k}\int_0^{k_F}\!p\,\ln\left|\frac{k+p}{k-p}\right|dp
=-\frac{k_F}{\pi}\left[1+\frac{k_F^2-k^2}{2kk_F}\ln\left|\frac{k_F+k}{k_F-k}\right|\right].$$

Put $k=k_F+\delta$ with $|\delta|\ll k_F$. The prefactor of the logarithm becomes $-\delta/k_F$, and its argument becomes $2k_F/|\delta|$. Hence

$$\Sigma_x\simeq-\frac{k_F}{\pi}+\frac{\delta}{\pi}\ln\frac{2k_F}{|\delta|}.$$

The band edges have $\delta\simeq\pm g/(2k_F)$, and the difference is

$$\delta g_x\simeq\frac{g}{\pi k_F}\ln\frac{4k_F^2}{g}.\tag{1}$$

The logarithm comes from the $1/q^2$ singularity at small $q$. In a metal the static interaction has no such singularity:

$$W(q\to0,0)=\frac{4\pi}{k_{TF}^2}=\frac{\pi^2}{k_F},\qquad k_{TF}^2=\frac{4k_F}{\pi}.$$

Correlation must then cancel the logarithm in (1), and $D$ keeps a finite slope.

This argument does not make the remaining slope small. Taken with respect to the energy $\tfrac12k^2$, the slope is $k_F^{-1}\partial_k\Sigma+\partial_E\Sigma$ at the Fermi surface, by the chain rule. The energy derivative equals $1-1/Z$ and is negative, because the quasiparticle weight $Z$ lies between 0 and 1. It opposes the growth of $\Sigma$ with $k$. How closely the two balance is a matter of calculation.

## Putting a gap into the screening

Give the gas an absorption threshold $\Delta$ by shifting the Lindhard absorption, as in the Levine-Louie model:

$$\epsilon_2^{\rm gap}(q,\omega)=\epsilon_2^{L}\!\left(q,\sqrt{\omega^2-\Delta^2}\right),\qquad \omega>\Delta,$$

with no absorption below $\Delta$. Set $x^2=\omega^2-\Delta^2$, so that $\omega\,d\omega=x\,dx$. The f-sum rule, an integral of $\omega\epsilon_2$, is then preserved. The dispersion relation on the imaginary axis becomes

$$\epsilon^{\rm gap}(q,iu)=1+\frac2\pi\int_0^\infty\!\frac{x\,\epsilon_2^L(q,x)}{x^2+\Delta^2+u^2}\,dx
=\epsilon^L\!\left(q,i\sqrt{u^2+\Delta^2}\right).$$

At long wavelength $\epsilon^L(0,iu)=1+\omega_p^2/u^2$, where $\omega_p$ is the plasma frequency. Therefore

$$\epsilon_0=1+\frac{\omega_p^2}{\Delta^2}.$$

For $q\ll\Delta/k_F$ and frequencies well below $\Delta$, the interaction is now $4\pi/(\epsilon_0q^2)$. This is the bare interaction divided by $\epsilon_0$, so the step that led to (1) gives

$$\frac{\delta g}{g}\simeq\frac{1}{\pi k_F\epsilon_0}\ln\frac{4k_F^2}{g}+C,\tag{2}$$

where $C$ collects the rest of $W$ and tends to a constant for small $g$. The limit $\Delta\to0$ sends $\epsilon_0$ to infinity and removes the logarithm.

The edge gap $g$ and the screening gap $\Delta$ are different quantities. In a semiconductor the screening reflects transitions throughout the zone, whose typical energy can far exceed the smallest gap.

## Numbers for a model gas

Take the round parameters $r_s=2$ and $\epsilon_0=12$. Then $k_F=0.960$ and $\omega_p=0.612$ hartree, and

$$\Delta=\frac{0.612}{\sqrt{11}}=0.185\ \text{hartree}\quad(5.02\ \text{eV}).$$

First let $g=0.02$ hartree. Formula (1) gives $0.02\times\ln(184)/3.01=0.0346$ hartree, which agrees with the full exchange difference. Exchange alone would widen the gap by more than its own size. Metallic correlation contributes $-0.03445$ hartree, and the net change is $0.00015$ hartree, or $0.004$ eV. This is $0.8\%$ of $g$.

With gapped screening the correlation part is $-0.0310$ hartree. The net change rises to $0.0036$ hartree, or $0.10$ eV, which is $18\%$ of $g$ and about 23 times the metallic value. With the constant $4k_F^2$ inside it, the logarithmic term in (2) is $1.73/12=0.144$, against the computed fraction $0.179$. For $\epsilon_0=6$ the two numbers are $0.288$ and $0.321$. They do not measure the share of the tail: the form $4\pi/(\epsilon_0q^2)$ holds only for $q\ll\Delta/k_F$, and another constant inside the logarithm would move weight into $C$. Only the dependence on $g$ is free of that choice. Weaker screening opens the gap further.

The logarithm can be isolated by comparing $\delta g/g$ at $g=0.005$ and $g=0.02$ hartree. Formula (2) predicts a difference of $\ln4/(12\pi k_F)=0.0383$. The gapped calculation gives $0.0384$, and the metallic one gives $0.00005$.

Next let $g=\Delta$, a gap typical of the screening transitions. The metallic change is $0.027$ eV, and the gapped one is $0.57$ eV, or $11\%$ of $g$. The fraction is smaller than before mainly because the logarithm is smaller, but the absolute opening is larger.

## When the states are gapped too

So far only $W$ has known about the gap. The states were plane waves, and $D$ remained continuous: $g\ln(1/g)$ vanishes with $g$. In a crystal the edge states are standing waves, and two states with the same crystal momentum can lie on opposite sides of the gap.

Near a flat Bragg plane at distance $k_F$ from the zone centre, with energies measured from midgap, take

$$H=\xi\sigma_z+U\sigma_x,\qquad \xi=k_Fq_z,\quad g=2U,\quad \lambda=\sqrt{\xi^2+U^2}.$$

The kinetic term $\tfrac12q^2$, common to both waves, is dropped, and so are the large momentum transfers that carry one wave into the other. Dropping $\tfrac12q^2$ is what keeps the model gapped. With it, the lower level $\tfrac12q^2-\lambda$ rises above midgap once the in-plane wavenumber exceeds $\sqrt g$, so a single plane opens no full gap. The omission stands in for the other zone faces of a crystal, which keep the lower band filled. The upper edge state $c$ has $\xi=0$ and energy $U$. At offset $\mathbf q$ the levels are $\pm\lambda$, and $c$ overlaps them with weights $A$ and $B$. From $A+B=1$ and $\langle c|H|c\rangle=U=\lambda(A-B)$,

$$A=\tfrac12(1+U/\lambda),\qquad B=\tfrac12(1-U/\lambda).$$

Now replace metallic by gapped screening, with the states and $v_{xc}$ held fixed, and call the change $\delta W$. No level lies between midgap and $U$, so there are no pole terms. Since $A(\lambda-U)=B(\lambda+U)=\xi^2/(2\lambda)$, the upper edge moves by the integral of $\delta W$ with weight

$$K=\frac{\xi^2}{2\lambda}\left[\frac1{(\lambda-U)^2+u^2}-\frac1{(\lambda+U)^2+u^2}\right]\ge0 .$$

Conjugation with $\sigma_y$ turns $H$ into $-H$, so the lower edge moves oppositely. The extra opening is

$$\delta g_B=2\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!\frac{du}{\pi}\,\delta W(q,iu)\,K .$$

It is positive in this model, because $\epsilon^L(q,iu)$ falls as $u$ grows and hence $\delta W>0$.

For $\epsilon_0=12$ the result is $0.25$ eV at $g=0.02$ hartree and $0.84$ eV at $g=\Delta$. Much of the integral comes from $q>\sqrt g$, which is $0.14$ at the smaller gap, and there the dropped term $\tfrac12q^2$ exceeds $U$. Keeping it for a single plane empties part of the lower band and lowers both values, so they are rough estimates. The same change of screening in the plane-wave estimate gives less: $0.0034$ against $0.0092$ hartree at the smaller gap, and $0.020$ against $0.031$ hartree at the larger.

At small $g$ the static tail shows part of the reason. For plane waves it acts over $|q_z|<U/k_F$ with weight one. For standing waves the static weight is $2\int_0^\infty(du/\pi)K=U/\lambda$, which extends beyond that range as $U/(k_F|q_z|)$. Integrating this against the logarithm left by the in-plane integral gives an opening proportional to $g\ln^2(1/g)$ at small $g$, instead of $g\ln(1/g)$. The coefficient of this law depends on the dropped kinetic term. At the gaps used here the tail accounts for only the smaller part of the difference. Both weights also reach $q>\Delta/k_F$, where $\delta W$ is still positive but no longer has the form of the tail. The two estimates describe the same effect with different states and must not be added.

## What the model leaves open

The small metallic slope is a one-shot GW result at $r_s=2$, not a theorem for all densities. The factor of 23 found above rests on that near-cancellation and should not be carried over to other densities. The calculation omits vertex corrections, self-consistency and the local fields of a crystal. The potential of a real semiconductor is also not slowly varying, as the local map assumes.

Gapped screening therefore restores a fraction of the exchange that a metal screens away. The long-range tail supplies the logarithm, and larger wavenumbers add to the opening. The openings found here run from about $0.1$ to $0.8$ eV, depending on $g$ and on the treatment of the edge states. At the same $g$ the extra openings of the two treatments differ by a factor of $2.7$ for the smaller gap and $1.6$ for the larger. These factors hold for a standing-wave model whose lower band is kept full by dropping $\tfrac12q^2$, and they shrink if that term is kept. The spread is too large for the model to predict the gap of a given crystal. The numerical output below lists the separate exchange and correlation parts.

## Values computed for the example and the checks

```
density parameter r_s: 2.00 bohr
Fermi momentum: 0.9596 1/bohr
Fermi energy: 0.46040 hartree
plasma frequency: 0.61237 hartree
chosen eps0: 12.0 (no unit)
screening gap Delta: 0.18464 hartree
screening gap Delta: 5.024 eV
eps at q=0.001, gapped: 12.000 (no unit)
metal static W at q=0.01: 10.285 hartree bohr^3
g=0.02, metal, exchange: 0.03461 hartree
g=0.02, metal, correlation: -0.03445 hartree
g=0.02, metal, net gap change: 0.00015 hartree
g=0.02, metal, net gap change: 0.0042 eV
g=0.02, metal, net change / g: 0.0077 (no unit)
g=0.02, eps0=12, exchange: 0.03461 hartree
g=0.02, eps0=12, correlation: -0.03103 hartree
g=0.02, eps0=12, net gap change: 0.00358 hartree
g=0.02, eps0=12, net gap change: 0.0974 eV
g=0.02, eps0=12, net change / g: 0.1789 (no unit)
g=0.02, eps0=6, exchange: 0.03461 hartree
g=0.02, eps0=6, correlation: -0.02820 hartree
g=0.02, eps0=6, net gap change: 0.00641 hartree
g=0.02, eps0=6, net gap change: 0.1745 eV
g=0.02, eps0=6, net change / g: 0.3206 (no unit)
g=Delta, metal, exchange: 0.18506 hartree
g=Delta, metal, correlation: -0.18406 hartree
g=Delta, metal, net gap change: 0.00100 hartree
g=Delta, metal, net gap change: 0.0272 eV
g=Delta, metal, net change / g: 0.0054 (no unit)
g=Delta, eps0=12, exchange: 0.18506 hartree
g=Delta, eps0=12, correlation: -0.16425 hartree
g=Delta, eps0=12, net gap change: 0.02081 hartree
g=Delta, eps0=12, net gap change: 0.5662 eV
g=Delta, eps0=12, net change / g: 0.1127 (no unit)
log term g=0.005 vs 0.02, predicted: 0.03832 (no unit)
log term, gapped, computed: 0.03841 (no unit)
same difference, metal: 0.00005 (no unit)
plane-wave extra, g=0.02: 0.00342 hartree
plane-wave extra, g=Delta: 0.01981 hartree
Bragg-plane extra, g=0.02: 0.00924 hartree
Bragg-plane extra, g=0.02: 0.2515 eV
Bragg-plane extra, g=Delta: 0.03101 hartree
Bragg-plane extra, g=Delta: 0.8437 eV
one-pole test, largest error: 7.7e-10 hartree
quadrature change on refinement: 1.2e-09 hartree
```
